# Tilt symmetry, the KPZ exponent relation, and where plating breaks it

## A factor of 13, not 25

In a model of copper plated at 10 mA/cm², a surface patch 200 nm wide with a height variation of 20 nm is reshaped by its own growth in about 544 s. A patch five times wider takes about 7320 s, which is 13.5 times longer. If smoothing were diffusive, the factor would be \(5^2=25\).

The smaller factor comes from a link between two exponents. The height variation \(w\) is the root-mean-square deviation from the mean height. The roughness exponent \(\alpha\) says how it grows with lateral size, \(w\sim \ell^\alpha\). The dynamic exponent \(z\) says how the evolution time grows with size, \(t\sim\ell^z\). For Kardar-Parisi-Zhang (KPZ) growth, under conditions stated below,
\[
\alpha+z=2 .
\]

## The growth equation

Let \(h(\mathbf x,t)\) be a single-valued height above a flat \(d\)-dimensional substrate; \(d=2\) for a real film. If the deposit grows at speed \(V\) along its local normal, the vertical speed is
\[
V\sqrt{1+(\nabla h)^2}=V+\frac V2(\nabla h)^2-\frac V8|\nabla h|^4+\dots
\]
Keeping the quadratic term and adding smoothing and noise gives
\[
\partial_t h=v_0+\nu\nabla^2h+\frac\lambda2(\nabla h)^2+\eta ,\qquad \lambda=V .
\]
The noise \(\eta\) is Gaussian with zero mean, statistically uniform in space, and white in time:
\[
\langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=c(\mathbf x-\mathbf x')\,\delta(t-t') .
\]
Here \(c\) has a short range, and it is smooth enough for the gradients to exist. I call its integral over space \(2D\). When \(\lambda\neq0\), the size of the large-scale fluctuations depends on the range of \(c\) as well as on this integral. The constant \(v_0\) is removed by measuring \(h\) from a plane moving at speed \(v_0\).

## The tilt symmetry

Take a solution \(h\), a constant slope \(\boldsymbol\varepsilon\), and define
\[
h'(\mathbf x,t)=h(\mathbf y,t)+\boldsymbol\varepsilon\cdot\mathbf x+\frac\lambda2\varepsilon^2t,
\qquad \mathbf y=\mathbf x+\lambda\boldsymbol\varepsilon t .
\]
The surface is tilted, its pattern slides sideways, and it rises a little faster. The time derivative acts on \(t\) directly and through \(\mathbf y\):
\[
\partial_t h'=\partial_th+\lambda\boldsymbol\varepsilon\cdot\nabla h+\frac\lambda2\varepsilon^2 ,
\]
with derivatives of \(h\) on the right taken at \((\mathbf y,t)\). In space,
\[
\nabla h'=\nabla h+\boldsymbol\varepsilon,\qquad \nabla^2h'=\nabla^2h,
\]
\[
\frac\lambda2(\nabla h')^2=\frac\lambda2(\nabla h)^2+\lambda\boldsymbol\varepsilon\cdot\nabla h+\frac\lambda2\varepsilon^2 .
\]
The last two terms are the same as the extra terms in \(\partial_th'\). Subtraction therefore leaves
\[
\partial_th'-\nu\nabla^2h'-\frac\lambda2(\nabla h')^2=\eta(\mathbf x+\lambda\boldsymbol\varepsilon t,\,t).
\]
So \(h'\) obeys the same equation with a sliding copy of the noise.

The sliding copy must have the same statistics. For a general correlator \(C(\Delta\mathbf x,\Delta t)\), sliding produces
\[
C(\Delta\mathbf x+\lambda\boldsymbol\varepsilon\Delta t,\ \Delta t).
\]
If \(C\) contains \(\delta(\Delta t)\), the shift is zero wherever \(C\) is nonzero, and nothing changes. If \(C\) is nonzero at some \(\Delta t\neq0\) and dies out with distance, the shift changes it. White noise in time is thus part of the symmetry.

**Consequence for the speed.** Average \(h'\) over position after subtracting the imposed plane. The sliding drops out, so the mean speed at slope \(\boldsymbol\varepsilon\) is
\[
v(\boldsymbol\varepsilon)=v(0)+\frac\lambda2\varepsilon^2 .
\]
The coefficient is the \(\lambda\) of the equation itself, however strong the fluctuations. A simulated one-dimensional surface with \(\nu=D=1\), \(\lambda=2\) and slope 1, in lattice units, gained a speed of 1.004; the formula gives 1.000.

## From symmetry to exponents

Let \(\tilde h=h-\langle h\rangle\) be the fluctuation of an untilted surface started flat. View it from a distance:
\[
H_b(\mathbf x,t)=b^{-\alpha}\,\tilde h(b\mathbf x,b^zt).
\]
Scale invariance means that the statistics of \(H_b\) approach a nontrivial limit as \(b\to\infty\).

Now tilt the surface. A slope of order one in the rescaled picture is \(\boldsymbol\varepsilon=b^{\alpha-1}\mathbf e\) in the original one, because heights shrink by \(b^\alpha\) and lengths by \(b\). Insert this into the transformation, still subtracting the mean height of the untilted surface, and rescale each part.

- The plane becomes \(b^{-\alpha}\,b^{\alpha-1}\mathbf e\cdot b\mathbf x=\mathbf e\cdot\mathbf x\).
- The sideways shift is \(\lambda b^{\alpha-1}\mathbf e\,b^zt\). Divided by \(b\), it becomes \(\lambda b^{\alpha+z-2}\mathbf e\,t\).
- The extra rise becomes \(b^{-\alpha}\frac\lambda2b^{2\alpha-2}e^2b^zt=\frac\lambda2b^{\alpha+z-2}e^2t\).

Together,
\[
H_b^{\rm tilted}(\mathbf x,t)=H_b(\mathbf x+\lambda_b\mathbf e\,t,\,t)+\mathbf e\cdot\mathbf x+\frac{\lambda_b}{2}e^2t,
\qquad \lambda_b=\lambda\,b^{\alpha+z-2}.
\]
The second assumption enters here: in the large-scale limit the response to a slope of order one is finite and nonzero. Then \(\lambda_b\) can neither vanish nor diverge, and \(\alpha+z=2\).

This assumption is needed in addition to the symmetry. To see why, rescale the whole equation. With \(h=b^\alpha H(\mathbf x/b,t/b^z)\), the terms \(\partial_th\), \(\nabla^2h\) and \((\nabla h)^2\) carry \(b^{\alpha-z}\), \(b^{\alpha-2}\) and \(b^{2\alpha-2}\). The white-noise correlator supplies \(b^{-d-z}\). Multiplying the equation by \(b^{z-\alpha}\) gives
\[
\nu_b=\nu b^{z-2},\qquad \lambda_b=\lambda b^{\alpha+z-2},\qquad D_b=Db^{\,z-d-2\alpha}.
\]
If \(\lambda=0\), constant \(\nu_b\) and \(D_b\) require \(z=2\) and \(\alpha=(2-d)/2\), so that
\[
\alpha+z=2+\frac{2-d}2 .
\]

- For \(d=1\) the sum is 5/2. A small \(\lambda\) then grows as \(b^{1/2}\), and the linear scaling cannot persist.
- For \(d=2\) the sum is 2 already, with \(\alpha=0\). Power counting does not decide whether the nonlinearity survives.
- For \(d>2\) the sum is below 2. A weak nonlinearity fades, and the surface can follow the linear exponents although its equation has the full tilt symmetry.

When the nonlinearity does matter, fluctuations change the effective smoothing and noise strength with scale, so constancy of the bare \(\nu_b\) and \(D_b\) no longer fixes the exponents. The coefficient \(\lambda\) is different because the tilt response measures it directly.

## One dimension: both exponents

In one dimension a second property fixes \(\alpha\). Use sites of unit spacing, with right and left slopes \(r_i=h_{i+1}-h_i\) and \(l_i=h_i-h_{i-1}\), and independent site noise of strength \(2D\). Represent the nonlinearity by \(\frac\lambda2N_i\), where \(N_i=(r_i^2+r_il_i+l_i^2)/3\). Try the stationary weight
\[
P\propto\exp\Big(-\frac{\nu}{2D}\sum_i r_i^2\Big).
\]
Since \(\partial\ln P/\partial h_i=(\nu/D)(r_i-l_i)\), the smoothing force \(\nu(r_i-l_i)\) equals \(D\,\partial\ln P/\partial h_i\). Its probability current cancels the noise current \(-D\,\partial P/\partial h_i\).

The nonlinearity leaves \(P\) stationary if \(\sum_i\partial(N_iP)/\partial h_i=0\). This sum has two parts:
\[
\sum_i\frac{\partial N_i}{\partial h_i}=\sum_i\frac{l_i-r_i}{3}=0,
\]
\[
\sum_iN_i(r_i-l_i)=\frac13\sum_i(r_i^3-l_i^3)=0 .
\]
Both vanish on a ring because \(l_i=r_{i-1}\). The slopes are therefore independent apart from the closure of the ring, and heights form a random walk: \(\langle[h(\ell)-h(0)]^2\rangle\simeq(D/\nu)\ell\) for \(\ell\) much smaller than the ring. Hence \(\alpha=1/2\), and the tilt relation gives \(z=3/2\).

## Surfaces without the exact symmetry

A lattice surface cannot be tilted continuously, and real growth has higher slope terms. Suppose that its speed at small slope is
\[
v(u)=v(0)+\frac{\lambda_{\rm eff}}2u^2+\frac{g}{4}u^4+\dots,\qquad \lambda_{\rm eff}\neq0 .
\]
With \(u=b^{\alpha-1}e\), the rescaled quadratic gain carries \(b^{z-\alpha}b^{2\alpha-2}=b^{\alpha+z-2}\), as before. The quartic gain carries \(b^{z+3\alpha-4}\), which equals \(b^{2\alpha-2}\) when \(\alpha+z=2\), and fades for \(\alpha<1\). The relation then rests on a nonzero curvature of \(v(u)\) at zero slope and on the scaling assumption.

This was tested on surfaces with height steps of \(\pm1\), where valleys fill at random. A growing surface has width \(w\sim t^\beta\) until its correlated length \(t^{1/z}\) reaches the system size \(L\). There \(L^\alpha\sim L^{z\beta}\), so \(z=\alpha/\beta\). The exponent \(\alpha\) came from saturated widths of small systems and \(\beta\) from the early growth of large ones, so the sum was not imposed.

- One-dimensional growth: \(\alpha=0.495\), \(\beta=0.326\), \(z=1.52\), sum 2.02.
- One-dimensional linear control, with hills and valleys exchanged at equal rates: \(\alpha=0.499\), \(\beta=0.246\), sum 2.53.
- Two-dimensional growth: \(\alpha=0.384\), \(\beta=0.240\), \(z=1.60\), sum 1.99.

The control shows that the sum can differ from 2. In two dimensions the sum alone would not separate KPZ from linear growth, but \(z=1.60\) is far from the linear value 2. Sampling noise and finite sizes affect the second decimal of each sum.

## The copper example

The inputs are rough typical values for an acid sulfate bath: molar volume \(\Omega=7.1\) cm³/mol, copper ion concentration 0.6 mol/L, ion diffusivity \(5\times10^{-6}\) cm²/s and a diffusion layer of 50 µm. Two electrons discharge each ion, so at \(i=10\) mA/cm² = 100 A/m²
\[
V=\frac{i\Omega}{2F}=\frac{100\times7.1\times10^{-6}}{2\times9.65\times10^4}\ {\rm m/s}=3.68\ {\rm nm/s},
\]
with \(F\) the Faraday constant. For growth along the normal, \(\lambda\) has this value too.

A patch of width \(\ell\) and height variation \(w\) has slope about \(w/\ell\). By the tilt transformation, features on it slide at speed \(\lambda w/\ell\), and they cross the patch in
\[
t_\ell=\frac{\ell^2}{\lambda w}=\frac{200^2}{3.68\times20}\ {\rm s}\approx544\ {\rm s}.
\]
During this time the film grows by \(Vt_\ell=\ell^2/w=2000\) nm. The speed cancels because \(\lambda=V\). These are estimates up to a factor of order one.

If \(w\sim\ell^\alpha\), then \(t_\ell\sim\ell^{2-\alpha}\): the exponent relation says that sliding sets the evolution time at every scale. Assuming that the two-dimensional scaling already holds at 200 nm, a patch 1000 nm wide has
\[
w=20\times5^{0.384}\ {\rm nm}\approx37.1\ {\rm nm},\qquad t_\ell=\frac{1000^2}{3.68\times37.1}\ {\rm s}\approx7320\ {\rm s}.
\]
The corresponding thickness is about 26.9 µm.

## Depletion: growth that depends on height

Peaks reach into richer solution. For a flat surface let the ion concentration be \(c_s+G\zeta\) at distance \(\zeta\) from the metal, up to the bulk value at \(\zeta=\delta\). Assume first-order kinetics at fixed potential: the concentration at the metal equals \(\ell_k\) times its normal gradient, so \(c_s=\ell_kG\).

Add a small ripple \(a\cos kx\) to the surface. The steady concentration gains a term
\[
A\,\frac{\sinh k(\delta-\zeta)}{\sinh k\delta}\cos kx ,
\]
which solves Laplace's equation and vanishes at \(\zeta=\delta\). To first order in \(a\), the surface concentration changes by \((Ga+A)\cos kx\) and the gradient by \(-qA\cos kx\), with \(q=k\coth k\delta\). The kinetic condition gives
\[
-\ell_kqA=Ga+A\quad\Rightarrow\quad A=-\frac{Ga}{1+\ell_kq}.
\]
Growth is proportional to the gradient, so the ripple grows at the rate
\[
\sigma=V\,\frac{-qA}{Ga}=\frac{Vq}{1+\ell_kq}.
\]
The rate is positive, and depletion alone is unstable. For long waves \(q\to1/\delta\), leaving \(\sigma\to V/(\delta+\ell_k)\): even a uniform rise of the surface speeds up growth, because the outer edge of the diffusion layer is held in place here. The equation then contains a term \(\kappa h\) with \(\kappa>0\). Under the tilt transformation this term leaves the mismatch
\[
\kappa\left(\boldsymbol\varepsilon\cdot\mathbf x+\frac\lambda2\varepsilon^2t\right),
\]
so a constant tilt is no longer a symmetry. A tilt that grows as \(e^{\kappa t}\) still is, but it brings in the fixed time \(1/\kappa\), and the scaling argument above does not apply. A levelling process that favours valleys, modelled by \(-\kappa h\), breaks the constant-tilt symmetry in the same way but suppresses long waves.

The limiting current corresponds to \(c_s=0\). Since the bulk concentration is \(G(\delta+\ell_k)\), the fraction of the limiting current is \(j=\delta/(\delta+\ell_k)\), or \(\ell_k=\delta(1-j)/j\). Here the limit is 116 mA/cm², \(j=0.086\) and \(\ell_k=529\) µm. For a ripple whose wavelength is the patch width, \(k=2\pi/\ell\), the accumulated growth exponent \(\sigma t_\ell\) is 0.0038 for the first patch and 0.051 for the wide one, an amplification of about 5%. These values neglect the back reaction, which shortens \(\ell_k\) by the ratio of net to cathodic current. With transfer coefficients 0.5 and 1.5 and an exchange current density as large as 10 mA/cm², the two exponents rise to 0.0050 and 0.068. At \(j=0.8\), with the same thickness, patch width and diffusion layer, it is 2.13. Linear theory then amplifies the ripple by \(e^{2.13}\approx8\), and KPZ scaling cannot be assumed.

## Grains and additives: noise that remembers

Columnar grains may keep different growth rates throughout the deposit. Such noise depends on position but hardly on time, so the whiteness condition fails. In the one-dimensional simulation, giving each site a permanent filling probability of either 1/2 or 1/4 raised the effective \(\beta\) from 0.326 to 0.54. This shows faster roughening over the times simulated, not a settled new exponent. Nor does it show that \(\alpha+z\) differs from 2, since \(\alpha\) was not measured there; what is lost is the proof.

A permanent rate difference of 1% between neighbouring regions at first builds a height difference of 1% of the thickness. Continued without limit, this would give 20 nm for the first patch and 269 nm for the wide one. Growth along the normal stops it earlier. A slope \(s\) raises the vertical speed by the fraction \(s^2/2\), so a slow region keeps pace with its fast neighbours once \(s^2/2=0.01\), or \(s\approx0.14\).

Take alternating fast and slow strips of equal width \(\ell\), with boundaries that stay vertical, so that the rate is tied to position. Each slow strip becomes a valley with two sides of this slope, and its depth is \(0.14\,\ell/2\). That is about 14 nm for strips 200 nm wide and 71 nm for strips 1000 nm wide. Both deposits are thick enough to reach these limits.

The model's height variation is a root mean square, so the valleys must be measured in the same way. Half of the surface is flat, and in the other half the depth is spread evenly between zero and its largest value \(p\). The mean depth is \(p/4\) and the mean square is \(p^2/6\), which gives a root-mean-square deviation of \(p\sqrt{1/6-1/16}\approx0.32\,p\). This is about 5 nm against 20 nm for the narrow strips, and about 23 nm against 37.1 nm for the wide ones. Where fast grains are rarer, the slopes extend further and the valleys are deeper.

Vertical boundaries are an assumption. If the rate belongs to the grain, growth along the normal carries the fast grain sideways. The circular front from its edge meets the flat slow front at a lateral distance of about \(0.14\,Vt\), so a slow strip is covered after a thickness of \(\ell/(2\times0.14)\), about 0.7 µm for the narrow strips and 3.6 µm for the wide ones. The groove left behind has depth about \((\ell/2)^2/(2Vt)\), or 2.5 nm and 5 nm at the two thicknesses, and the root-mean-square relief is then only 3 to 4% of the model's height variation.

Adsorbed additives can give the local growth rate a memory time \(\tau\). Take noise correlated as \(e^{-|\Delta t|/\tau}\) in time and as a Gaussian of width \(\ell\) in space. During \(\tau\) the pattern slides by a fraction
\[
\rho=\frac{\lambda(w/\ell)\tau}{\ell}=\frac{\tau}{t_\ell}
\]
of the patch. The noise strength integrated along the sliding path is multiplied by
\[
\int_0^\infty e^{-s}e^{-\rho^2s^2/2}\,ds\simeq1-\rho^2 ,
\]
because \(\int_0^\infty s^2e^{-s}ds=2\). For \(\tau=10\) s and the first patch, \(\rho=0.0184\) and the loss is 0.034%. This is the loss at a point moving with the pattern, for noise as wide as the patch. The pattern slides by 3.7 nm during \(\tau\), so for noise only a few nanometres wide the loss at a point is not small. Noise drives patch-sized features directly through its part with wavelength near \(\ell\). Sliding multiplies the strength of that part by
\[
\int_0^\infty e^{-s}\cos(2\pi\rho s)\,ds=\frac1{1+(2\pi\rho)^2},
\]
a loss of 1.3% whatever the width of the noise. The nonlinearity also carries effects of shorter-wavelength noise up to the patch scale, and these are not included here. The slide \(\lambda(w/\ell)\tau\) shrinks as the typical slope falls with size, so this direct loss becomes smaller at larger scales. Memory that persists, or decays too slowly to have a characteristic time, is not covered by this estimate.

## Other terms and constant current

Surface diffusion adds \(-K\nabla^4h\), which ignores a constant slope and preserves the symmetry. A conserved nonlinearity \(\nabla^2(\nabla h)^2\) does not: a tilt adds \(2\nabla^2(\boldsymbol\varepsilon\cdot\nabla h)\), with three derivatives, while sliding supplies terms with one. The quartic slope term breaks the exact symmetry but is small here. At slope 0.10 the quadratic form overstates the speed gain by about 0.25% of that gain.

Plating at constant current fixes the mean speed, so a tilt cannot raise it. At small slope the local speed becomes
\[
V_0\left[1+\tfrac12(\nabla h)^2-\tfrac12\overline{(\nabla h)^2}\right],
\]
where the bar is an average over the surface. The subtracted term is uniform and cancels from height differences. The extra rise disappears from the transformation, but the sideways shift \(\lambda\boldsymbol\varepsilon t\) remains, and by itself it carries \(b^{\alpha+z-2}\). The exponent relation survives.

Overhangs and closing voids make \(h\) multivalued, and facets can give \(v(u)\) a cusp at zero slope. Both lie outside the derivation.

## How far the example describes a real film

The current density and bath values are ordinary for acid copper plating, while the patch dimensions and the 1% grain difference are chosen. A thickness of 2 µm is reasonable for a plated film; 27 µm belongs to thick deposits. Among the effects sized here at 10 mA/cm², frozen grain differences are the largest if the grain boundaries stay vertical: for the strips considered above, their root-mean-square relief is about a quarter of the model's height variation at 200 nm and about 60% of it at 1000 nm. If fast grains overgrow slow ones, it falls to a few per cent. The factor of 13.5 is therefore a property of the KPZ model, and a real film should not be expected to show it unless KPZ scaling has already set in at 200 nm, the relief caused by lasting rate differences between grains is well below the model's height variation, and the current stays far below its limit. The remaining values are in the numerical output.

## Calculated quantities

```
tilt residual, KPZ terms only: 3.61e-16 (dimensionless)
tilt residual, surface diffusion: 3.61e-16 (dimensionless)
tilt residual, height-dependent rate: 1.78e-01 (dimensionless)
tilt residual, conserved nonlinearity: 1.73e+00 (dimensionless)
tilt residual, quartic slope term: 4.80e+00 (dimensionless)
tilt test: nonlinearity 2.0, slope 1.0 (lattice units)
speed gain simulated: 1.004 (lattice units)
speed gain lam*slope^2/2: 1.000 (lattice units)
1D KPZ growth: alpha 0.495, beta 0.326, z 1.52, alpha+z 2.02
1D linear control: alpha 0.499, beta 0.246, z 2.03, alpha+z 2.53
1D growth with frozen site rates: effective beta 0.54
2D KPZ growth: alpha 0.384, beta 0.240
2D KPZ growth: z 1.60, alpha+z 1.99
current density: 10 mA/cm2
copper molar volume: 7.1 cm3/mol
copper ion concentration: 0.6 mol/L
ion diffusivity: 5e-06 cm2/s
diffusion layer: 50 um
deposition speed = lambda: 3.68 nm/s
limiting current density: 116 mA/cm2
fraction of limiting current: 0.086
kinetic length: 529 um
first patch: width 200 nm, height 20 nm
first patch nonlinear time: 544 s
first patch thickness: 2000 nm
wide patch: width 1000 nm, height 37.1 nm
wide patch nonlinear time: 7320 s
wide patch thickness: 26933 nm
depletion growth exponent, first patch: 0.0038
depletion growth exponent, wide patch: 0.051
same thickness at 0.8 of limiting current: 2.13
frozen grain-rate difference: 1 %
grain height difference, first patch: 20 nm
grain height difference, wide patch: 269 nm
additive memory time: 10 s
drift in memory time / patch width: 0.0184
noise strength lost by that drift: 0.034 %
typical slope: 0.10
small-slope error of quadratic term: 0.25 %
```
